# Gilbert damping from the slope of ferromagnetic resonance linewidths: a program that tests the result

```python
"""
Gilbert damping from the slope of ferromagnetic-resonance linewidth vs frequency.

Result under test: for field-swept absorption lines at fixed frequency f,
    FWHM = W0 + 2*alpha*f/(gamma/2pi),
so  alpha = (gamma/2pi) * (change of FWHM) / (2 * change of f).

Symbols: alpha = Gilbert damping, gamma = g*mu_B/hbar, W0 = width independent
of frequency, b = 2*pi*f/gamma (frequency expressed as a field),
B_M = mu_0*M_s (demagnetizing field scale of a film magnetized in its plane).
Fields are in tesla and frequencies in hertz unless a label says otherwise.
"""
import numpy as np
from scipy.constants import hbar, physical_constants
from scipy.interpolate import CubicSpline
from scipy.stats import norm

mu_B = physical_constants["Bohr magneton"][0]
g_factor = 2.0
freqs = np.array([5e9, 25e9])
widths = np.array([3e-3, 10e-3])
B_M = 1.0

gamma = g_factor * mu_B / hbar
gamma_2pi = gamma / (2 * np.pi)
slope = (widths[1] - widths[0]) / (freqs[1] - freqs[0])
alpha = gamma_2pi * slope / 2
W0 = widths[0] - slope * freqs[0]
damping_widths = 2 * alpha * freqs / gamma_2pi
b_fields = 2 * np.pi * freqs / gamma
half_windows = np.array([3e-3, 14e-3])


def kittel_field(b, bm):
    """Positive root of B*(B + bm) = b**2."""
    return -bm / 2 + np.sqrt(bm**2 / 4 + b**2)


def absorption_formula(B, b, bm):
    """Linear-response absorption, minus the imaginary part of m_x/b_x."""
    Z = B + 1j * alpha * b
    return -((Z + bm) / (Z * (Z + bm) - b**2)).imag


def measure_line(B, signal):
    """Return FWHM and peak position of a sampled line."""
    spline = CubicSpline(B, signal)
    fine = np.linspace(B[0], B[-1], 20001)
    values = spline(fine)
    crossings = spline.solve(values.max() / 2, extrapolate=False)
    assert len(crossings) == 2
    return crossings[1] - crossings[0], fine[values.argmax()]


def simulate_absorption(B, b, bm, drive=1e-6, periods=340, steps=40):
    """Integrate the full LLG equation in the phase 2*pi*f*t (Runge-Kutta 4)
    and extract the steady response in quadrature with the drive."""
    def rate(phase, m):
        mx, my, mz = m
        bx, by = drive * np.cos(phase), -bm * my
        tx = -(my * B - mz * by) / b
        ty = -(mz * bx - mx * B) / b
        tz = -(mx * by - my * bx) / b
        return np.array([tx + alpha * (my * tz - mz * ty),
                         ty + alpha * (mz * tx - mx * tz),
                         tz + alpha * (mx * ty - my * tx)]) / (1 + alpha**2)

    m = np.zeros((3, B.size))
    m[2] = 1.0
    h = 2 * np.pi / steps
    quadrature = np.zeros(B.size)
    for n in range(periods * steps):
        phase = h * (n % steps)
        if n >= (periods - 1) * steps:
            quadrature += 2 * m[0] * np.sin(phase) / (steps * drive)
        k1 = rate(phase, m)
        k2 = rate(phase + h / 2, m + h / 2 * k1)
        k3 = rate(phase + h / 2, m + h / 2 * k2)
        k4 = rate(phase + h, m + h * k3)
        m = m + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return quadrature


# Time-domain LLG simulation of both resonance lines
resonances = kittel_field(b_fields, B_M)
n_B = 61
grids = [np.linspace(r - w, r + w, n_B)
         for r, w in zip(resonances, half_windows)]
simulated = simulate_absorption(np.concatenate(grids),
                                np.repeat(b_fields, n_B), B_M)
sim_widths, sim_peaks = np.zeros(2), np.zeros(2)
for i in range(2):
    curve = simulated[i * n_B:(i + 1) * n_B]
    formula = absorption_formula(grids[i], b_fields[i], B_M)
    assert np.max(np.abs(curve - formula)) < 0.01 * formula.max()
    sim_widths[i], sim_peaks[i] = measure_line(grids[i], curve)
    assert abs(sim_peaks[i] - resonances[i]) < 0.02 * sim_widths[i]
assert np.allclose(sim_widths, damping_widths, rtol=5e-3)
alpha_sim = gamma_2pi * (sim_widths[1] - sim_widths[0]) / (
    2 * (freqs[1] - freqs[0]))
assert abs(alpha_sim / alpha - 1) < 5e-3

# The width must not depend on the demagnetizing field
widths_other_BM = []
for bm in (0.0, 0.5, 2.0):
    center = kittel_field(b_fields[1], bm)
    B = np.linspace(center - 14e-3, center + 14e-3, 401)
    w = measure_line(B, absorption_formula(B, b_fields[1], bm))[0]
    widths_other_BM.append(w)
    assert abs(w / damping_widths[1] - 1) < 2e-3

# Average over a spread of local fields, sampled at equal probabilities
prob = (np.arange(4000) + 0.5) / 4000
lorentz_offsets = W0 / 2 * np.tan(np.pi * (prob - 0.5))
gauss_offsets = W0 / (2 * np.sqrt(2 * np.log(2))) * norm.ppf(prob)


def averaged_width(i, offsets):
    B = np.linspace(-half_windows[i], half_windows[i], 301) + resonances[i]
    signal = absorption_formula(B[:, None] + offsets[None, :],
                                b_fields[i], B_M).mean(axis=1)
    return measure_line(B, signal)[0]


lorentz_widths = np.array([averaged_width(i, lorentz_offsets) for i in (0, 1)])
gauss_widths = np.array([averaged_width(i, gauss_offsets) for i in (0, 1)])
assert np.allclose(lorentz_widths, widths, rtol=5e-3)
alpha_gauss = gamma_2pi * (gauss_widths[1] - gauss_widths[0]) / (
    2 * (freqs[1] - freqs[0]))
assert alpha_gauss < 0.98 * alpha

# Peak-to-peak width of the derivative line, measured on the 25 GHz line
B = np.linspace(-14e-3, 14e-3, 8001) + resonances[1]
derivative = np.gradient(absorption_formula(B, b_fields[1], B_M), B)
pp_width = abs(B[derivative.argmin()] - B[derivative.argmax()])
fwhm_over_pp = damping_widths[1] / pp_width
assert abs(fwhm_over_pp / np.sqrt(3) - 1) < 5e-3

# The claim of the exercise
assert abs(alpha - 0.0049) < 5e-5

single_point = gamma_2pi * widths / (2 * freqs)
print(f"g factor: {g_factor:.1f}")
print(f"gamma: {gamma:.5e} rad/(s T)")
print(f"gamma/2pi: {gamma_2pi / 1e9:.3f} GHz/T")
for f, w in zip(freqs, widths):
    print(f"Measured FWHM at {f / 1e9:.0f} GHz: {w * 1e3:.2f} mT")
print(f"Change of width: {(widths[1] - widths[0]) * 1e3:.2f} mT")
print(f"Change of frequency: {(freqs[1] - freqs[0]) / 1e9:.1f} GHz")
print(f"Slope: {slope * 1e12:.3f} mT/GHz")
print(f"Damping alpha from slope: {alpha:.5f} (dimensionless)")
print(f"Frequency-independent width W0: {W0 * 1e3:.3f} mT")
for i in range(2):
    label = f"{freqs[i] / 1e9:.0f} GHz"
    print(f"--- Line at {label}, model B_M = {B_M:.1f} T ---")
    print(f"Frequency as field b: {b_fields[i] * 1e3:.1f} mT")
    print(f"Kittel resonance field: {resonances[i] * 1e3:.2f} mT")
    print(f"Simulated peak field: {sim_peaks[i] * 1e3:.2f} mT")
    print(f"Damping part of FWHM, formula: {damping_widths[i] * 1e3:.3f} mT")
    print(f"Damping part of FWHM, LLG run: {sim_widths[i] * 1e3:.3f} mT")
    print(f"FWHM with Lorentzian spread: {lorentz_widths[i] * 1e3:.3f} mT")
    print(f"FWHM with Gaussian spread: {gauss_widths[i] * 1e3:.3f} mT")
    print(f"Alpha from this width alone: {single_point[i]:.5f}")
print("--- Checks and misreadings ---")
print(f"Alpha recovered from LLG run: {alpha_sim:.5f}")
for bm, w in zip((0.0, 0.5, 2.0), widths_other_BM):
    print(f"25 GHz damping FWHM for B_M = {bm:.1f} T: {w * 1e3:.3f} mT")
print(f"Alpha from slope if spread is Gaussian: {alpha_gauss:.5f}")
print(f"Relative error in that case: {100 * (alpha_gauss / alpha - 1):.1f} %")
print(f"FWHM / peak-to-peak width: {fwhm_over_pp:.3f}")
print(f"Alpha if data were peak-to-peak: {alpha * np.sqrt(3):.5f}")
print(f"Alpha if data were half widths: {2 * alpha:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
g factor: 2.0
gamma: 1.75882e+11 rad/(s T)
gamma/2pi: 27.992 GHz/T
Measured FWHM at 5 GHz: 3.00 mT
Measured FWHM at 25 GHz: 10.00 mT
Change of width: 7.00 mT
Change of frequency: 20.0 GHz
Slope: 0.350 mT/GHz
Damping alpha from slope: 0.00490 (dimensionless)
Frequency-independent width W0: 1.250 mT
--- Line at 5 GHz, model B_M = 1.0 T ---
Frequency as field b: 178.6 mT
Kittel resonance field: 30.95 mT
Simulated peak field: 30.95 mT
Damping part of FWHM, formula: 1.750 mT
Damping part of FWHM, LLG run: 1.750 mT
FWHM with Lorentzian spread: 3.000 mT
FWHM with Gaussian spread: 2.428 mT
Alpha from this width alone: 0.00840
--- Line at 25 GHz, model B_M = 1.0 T ---
Frequency as field b: 893.1 mT
Kittel resonance field: 523.53 mT
Simulated peak field: 523.54 mT
Damping part of FWHM, formula: 8.750 mT
Damping part of FWHM, LLG run: 8.751 mT
FWHM with Lorentzian spread: 10.000 mT
FWHM with Gaussian spread: 8.938 mT
Alpha from this width alone: 0.00560
--- Checks and misreadings ---
Alpha recovered from LLG run: 0.00490
25 GHz damping FWHM for B_M = 0.0 T: 8.750 mT
25 GHz damping FWHM for B_M = 0.5 T: 8.750 mT
25 GHz damping FWHM for B_M = 2.0 T: 8.750 mT
Alpha from slope if spread is Gaussian: 0.00456
Relative error in that case: -7.0 %
FWHM / peak-to-peak width: 1.731
Alpha if data were peak-to-peak: 0.00848
Alpha if data were half widths: 0.00980
ALL CHECKS PASSED
```
